# Spin adaptation of the (T) correction for closed shells

Q: Before any spin algebra, what number is the (T) correction?

A: It is an energy added to a converged closed-shell CCSD calculation. I use real canonical RHF orbitals. The labels \(i,j,k,l,m\) denote doubly occupied spatial orbitals, \(a,b,c,d,e\) virtual ones, and \(p,q,r,s\) any. With

\[
E_{pq}=\sum_{\sigma}p^\dagger_\sigma q_\sigma ,\qquad
T_1=\sum_{ia}t_i^aE_{ai},\qquad
T_2=\tfrac12\sum_{ijab}t_{ij}^{ab}E_{ai}E_{bj},
\]

where \(t_{ij}^{ab}=t_{ji}^{ba}\), the correction is defined by

\[
E_{(T)}=\sum_{\mu}\frac{\langle0|(T_1+T_2)^\dagger H|\mu\rangle
\langle\mu|HT_2|0\rangle}{D_\mu}. \tag{1}
\]

Here \(|0\rangle\) is the RHF determinant and \(\mu\) runs over its triply excited determinants. If \(\mu\) moves electrons from \(i,j,k\) to \(a,b,c\), then

\[
D_\mu=D_{ijk}^{abc}=\varepsilon_i+\varepsilon_j+\varepsilon_k
-\varepsilon_a-\varepsilon_b-\varepsilon_c .
\]

The second factor over \(D_\mu\) is the leading-order triples amplitude: it solves \(\langle\mu|HT_2|0\rangle-D_\mu t_\mu=0\), because \(-D_\mu\) is the orbital excitation energy. The first factor couples that triple back to the doubles and singles. Equation (1) is a perturbative estimate, not the energy of a full triples calculation.

Q: \(H\) contains one-electron terms and the mean field. Why should simple products of amplitudes and two-electron integrals suffice?

A: Sort the terms of \(H\) by how much they raise the excitation level. In charge-cloud notation,

\[
H=\sum_{pq}h_{pq}E_{pq}
+\tfrac12\sum_{pqrs}(pq|rs)\left(E_{pq}E_{rs}-\delta_{qr}E_{ps}\right).
\]

An operator \(E_{ai}\) raises the level by one, \(E_{be}\) and \(E_{mj}\) leave it alone, and \(E_{ia}\) lowers it. To reach a triple from \(T_2|0\rangle\) we need a rise of one. The two-electron products that do this pair an \(E_{ai}\) with an \(E_{be}\) or an \(E_{mj}\). Each pair occurs in two orders, which cancels the factor \(\tfrac12\); putting \(E_{ai}\) on the left costs commutators that are multiples of single excitation operators. Therefore

\[
H_{+1}=\sum(ai|be)E_{ai}E_{be}
+\sum(ai|mj)E_{ai}\bar E_{mj}+\sum_{ai}x_{ai}E_{ai},
\qquad \bar E_{mj}=E_{mj}-2\delta_{mj}.
\]

All one-electron remainders are collected in \(x_{ai}\).

Q: You have hidden the mean field in \(x_{ai}\). What is it?

A: It is zero. We have \(E_{be}|0\rangle=0\), since \(e\) is empty, and \(\bar E_{mj}|0\rangle=0\), since \(E_{mj}|0\rangle=2\delta_{mj}|0\rangle\). So \(H_{+1}|0\rangle=\sum x_{ai}E_{ai}|0\rangle\). This is the singly excited part of \(H|0\rangle\), which vanishes for RHF orbitals by Brillouin's theorem. Rotating the occupied orbitals among themselves, or the virtual ones among themselves, keeps \(x_{ai}=0\), but unless the rotation mixes only orbitals of equal energy, the Fock matrix is then no longer diagonal and the denominators in (1) do not apply as written. For orbitals that violate the Brillouin condition, such as Kohn–Sham orbitals, the term itself survives and (1) needs additional care.

Q: Then evaluate \(HT_2|0\rangle\), with its signs.

A: The rule is \([E_{pq},E_{rs}]=\delta_{qr}E_{ps}-\delta_{ps}E_{rq}\). It gives

\[
[E_{be},E_{ck}]=\delta_{ec}E_{bk},\qquad
[\bar E_{mj},E_{ck}]=-\delta_{mk}E_{cj}.
\]

The minus sign belongs to the hole: an existing hole \(m\) is replaced by a hole \(j\). Since \(E_{be}\) and \(\bar E_{mj}\) annihilate \(|0\rangle\), acting on \(T_2|0\rangle\) equals taking the commutator with \(T_2\). Either excitation operator in \(T_2\) can be hit. The two results are equal by \(t_{ij}^{ab}=t_{ji}^{ba}\) and cancel the factor \(\tfrac12\):

\[
[E_{be},T_2]=\sum_{jkc}t_{jk}^{ec}E_{bj}E_{ck},\qquad
[\bar E_{mj},T_2]=-\sum_{kbc}t_{mk}^{bc}E_{bj}E_{ck}.
\]

Inserting these in \(H_{+1}\), with \((ai|be)=(ia|be)\) and \((ai|mj)=(ia|jm)\) for real orbitals, yields the triply excited part

\[
(HT_2|0\rangle)_3=\sum_{ijkabc}\omega_{ijk}^{abc}E_{ai}E_{bj}E_{ck}|0\rangle,
\]
\[
\omega_{ijk}^{abc}=\sum_e(ia|be)\,t_{kj}^{ce}-\sum_m(ia|jm)\,t_{mk}^{bc}. \tag{2}
\]

I used \(t_{jk}^{ec}=t_{kj}^{ce}\). Each term has an index summed between integral and amplitude, so the source is connected. The first sum costs of order \(n_o^3n_v^4\) operations for \(n_o\) occupied and \(n_v\) virtual orbitals.

Q: Equation (2) treats the pair \((i,a)\) differently from the other two. Is that a defect?

A: It is a redundancy. The operators \(E_{ai},E_{bj},E_{ck}\) commute, so the state sees only the average of \(\omega\) over the six orders of the pairs. Define the sum

\[
W_{ijk}^{abc}=\omega_{ijk}^{abc}+\omega_{ikj}^{acb}+\omega_{jik}^{bac}
+\omega_{jki}^{bca}+\omega_{kij}^{cab}+\omega_{kji}^{cba}. \tag{3}
\]

Then

\[
(HT_2|0\rangle)_3=\tfrac16\sum_{ijkabc}W_{ijk}^{abc}E_{ai}E_{bj}E_{ck}|0\rangle .
\]

\(W\) is unchanged when occupied and virtual labels are permuted together. It has no general symmetry when the virtual labels alone are permuted.

Q: And where does \(V\) come from?

A: From the other factor in (1). Everything is real, so \(\langle0|(T_1+T_2)^\dagger H|\mu\rangle=\langle\mu|H(T_1+T_2)|0\rangle\). The \(T_2\) part is already known. From \(T_1|0\rangle\) a triple needs a rise of two, which comes from \(\tfrac12\sum(ia|jb)E_{ai}E_{bj}\); the \(\delta_{qr}\) correction is absent because \(q\) is occupied and \(r\) virtual. Hence

\[
(HT_1|0\rangle)_3=\tfrac12\sum_{ijkabc}(ia|jb)\,t_k^c\,E_{ai}E_{bj}E_{ck}|0\rangle .
\]

Averaging over the six orders produces each of three distinct products twice, so the coefficient is \(\tfrac12\cdot\tfrac16\cdot2=\tfrac16\) for each. The complete source is therefore \(\tfrac16\sum V_{ijk}^{abc}E_{ai}E_{bj}E_{ck}|0\rangle\), where

\[
V_{ijk}^{abc}=W_{ijk}^{abc}+t_i^a(jb|kc)+t_j^b(ia|kc)+t_k^c(ia|jb). \tag{4}
\]

The added products share no summed index. They enter the energy through their overlap with the connected source \(W\).

Q: Now you have two states. Why not multiply \(V\) by \(W/D\), sum, and finish?

A: Because the states \(E_{ai}E_{bj}E_{ck}|0\rangle\) are not orthogonal. Keeping \(i,j,k\) fixed and permuting \(a,b,c\) gives different states that share determinants. Equation (1) reads

\[
E_{(T)}=\frac1{36}\sum V_{i'j'k'}^{a'b'c'}\,
\frac{W_{ijk}^{abc}}{D_{ijk}^{abc}}\,
\langle0|(E_{a'i'}E_{b'j'}E_{c'k'})^\dagger E_{ai}E_{bj}E_{ck}|0\rangle ,
\]

with both sets of labels summed. The division by \(D\) is allowed because all determinants in one such state have the same orbital energies.

Q: How do you evaluate that overlap without losing an exchange sign?

A: Write the spins out. The ket is a sum over \(\sigma_1,\sigma_2,\sigma_3\) of

\[
a^\dagger_{\sigma_1}i_{\sigma_1}\,b^\dagger_{\sigma_2}j_{\sigma_2}\,
c^\dagger_{\sigma_3}k_{\sigma_3}|0\rangle ,
\]

and the bra has the same form with primed labels. Moving the three creators to the left gives the same sign in bra and ket, so it cancels. The overlap then factorizes into a sum over ways \(P\) of matching the virtual operators, with sign \(\operatorname{sgn}P\), and a sum over ways \(Q\) of matching the occupied ones, with sign \(\operatorname{sgn}Q\).

The pairs in the ket can be reordered without changing the operator product or \(W/D\). We may thus rename them so that \(Q\) is the identity. The six choices of \(Q\) give six equal contributions. Now bra position \(n\) has the same occupied orbital and spin as ket position \(n\), while its virtual orbital and spin are those of ket position \(P(n)\). This requires

\[
\sigma_n=\sigma_{P(n)},\qquad n=1,2,3 .
\]

All spins within one cycle of \(P\) are equal, and each cycle has two choices. If \(c(P)\) counts the cycles, including those of length one,

\[
E_{(T)}=\frac{6}{36}\sum_{P}\operatorname{sgn}(P)\,2^{c(P)}
\sum_{ijkabc}\frac{W_{ijk}^{abc}V_{ijk}^{P(abc)}}{D_{ijk}^{abc}} . \tag{5}
\]

Q: Let me see the six factors, then.

A: The identity has three cycles and even parity, so it gives \(+8\). A cyclic permutation of three labels has one cycle and even parity, so it gives \(+2\). A transposition has two cycles and odd parity, so it gives \(-4\). Multiplying by \(\tfrac16\) and taking out \(\tfrac13\) leaves \(4,1,1,-2,-2,-2\):

\[
\begin{aligned}
E_{(T)}=\frac13\sum_{ijkabc}\frac{W_{ijk}^{abc}}{D_{ijk}^{abc}}
\big[&4V_{ijk}^{abc}+V_{ijk}^{bca}+V_{ijk}^{cab}\\
&-2V_{ijk}^{acb}-2V_{ijk}^{bac}-2V_{ijk}^{cba}\big]. \tag{6}
\end{aligned}
\]

The sums are unrestricted. The negative weights are exchange terms: swapping two virtual labels ties two spins together and brings one fermion sign.

Q: In spin orbitals the triples amplitude is antisymmetric. Your \(W\) is not. Have you changed the theory?

A: No. The antisymmetry is restored when the spins are put back. If \(w\) is the spin-orbital source, and \(\delta_P\) requires each occupied spin to equal that of the virtual assigned to it by \(P\), then

\[
w=\sum_P\operatorname{sgn}(P)\,\delta_P\,W_{ijk}^{P(abc)} . \tag{7}
\]

The spin-orbital expression, with all labels now spin orbitals, is

\[
w=P(i/jk)P(a/bc)\Big[\sum_e t_{jk}^{ae}\langle ei||bc\rangle
-\sum_m t_{im}^{bc}\langle ma||jk\rangle\Big],
\]

where \(P(i/jk)\) subtracts the exchanges \(i\leftrightarrow j\) and \(i\leftrightarrow k\), and \(P(a/bc)\) acts likewise. Each bracket term has nine images, and each image has four products once its two antisymmetrized factors are split into direct and exchange parts. These 36 products are the six assignments \(P\) in (7) times the six terms in (3).

One of them shows the sign. In the direct part of \(t_{jk}^{ae}\langle ei||bc\rangle\), spin connects \(j\) with \(a\), \(k\) through \(e\) with \(b\), and \(i\) with \(c\). Thus \(i,j,k\) are assigned \(c,a,b\), an even permutation, and the sign is plus, as for the first term of (2). The numerical check tests (7), and its counterpart for \(V\), element by element for random integrals and amplitudes. It also tests (6) against (1), evaluated with an explicit Hamiltonian acting on determinants.

Q: The weights add up to zero. That looks suspicious: a constant \(V\) would give no energy.

A: That is required by the exclusion principle. Take \(i=j=k\). Because \(V\) is unchanged when occupied and virtual labels move together, \(V_{iii}^{abc}\) is symmetric in \(a,b,c\). The six values of \(V\) in the bracket of (6) are then equal, and since the weights add up to zero the bracket vanishes. Three electrons cannot leave one spatial orbital, and the formula knows it. The same holds for \(a=b=c\), where three electrons would have to enter one orbital. In particular, a two-electron system, with a single occupied orbital, has \(E_{(T)}=0\).

Q: Can the correction ever be positive?

A: Separate the part with \(V\) replaced by \(W\). For fixed \(i,j,k\) and a set \(a,b,c\), regard the six values of \(W\) as a vector. Equation (6) applies to it the matrix

\[
M=\tfrac13(4+C-2R),
\]

where \(C\) adds the two cyclic images and \(R\) the three transposed ones.

- On a vector with six equal entries, \(C=2\) and \(R=3\), so \(M=0\).
- On a vector that changes sign with parity, \(C=2\) and \(R=-3\), so \(M=4\).
- A vector orthogonal to both has entries summing to zero over the even orders and, separately, over the odd orders. Adding \(C\) to the identity sums over one parity, so \(C=-1\); \(R\) sums over the other parity, so \(R=0\). Hence \(M=1\) on the remaining four dimensions.

No eigenvalue is negative. If every \(D\) is negative, the part from \(T_2\) alone is therefore never positive. The part from \(T_1\) is a cross term between different quantities, and this argument does not fix its sign.

The condition on \(D\) matters. A term contributes only if \(i,j,k\) are not all equal and \(a,b,c\) are not all equal, so it involves at least two occupied and two virtual orbitals. With all occupied levels below all virtual ones, its \(D\) approaches zero only when all of these levels come together; the meeting of the highest occupied and lowest virtual level alone sends to zero only the \(D\) of a term whose bracket vanishes. If the \(D\) of a contributing term does approach zero, a nonzero numerator makes that term grow without limit. That signals a failure of the perturbative estimate (1); spin adaptation neither causes nor cures it.

Q: I have also seen a product form with fewer terms. Is it the same energy?

A: The full sum is the same:

\[
E_{(T)}=\frac13\sum_{ijkabc}
\frac{(4W_{ijk}^{abc}+W_{ijk}^{bca}+W_{ijk}^{cab})
(V_{ijk}^{abc}-V_{ijk}^{cba})}{D_{ijk}^{abc}} . \tag{8}
\]

To see this, let \(X_{P}=\sum W_{ijk}^{abc}V_{ijk}^{P(abc)}/D_{ijk}^{abc}\). Renaming the virtual labels so that \(W\) always carries \(abc\), the terms with \(V^{abc}\) give \(4X_{abc}+X_{cab}+X_{bca}\), and those with \(-V^{cba}\) give \(-4X_{cba}-X_{bac}-X_{acb}\).

The three odd sums are equal. In \(X_{acb}\), rename \(i\leftrightarrow j\) and \(a\leftrightarrow b\). The factor \(W_{jik}^{bac}\) equals \(W_{ijk}^{abc}\), and \(V_{jik}^{bca}\) equals \(V_{ijk}^{cba}\), so \(X_{acb}=X_{cba}\). Renaming \(j\leftrightarrow k\) and \(b\leftrightarrow c\) in \(X_{bac}\) gives \(V_{ikj}^{cab}=V_{ijk}^{cba}\), so \(X_{bac}=X_{cba}\). The odd part is \(-6X_{cba}\), as in (6). The renaming involves \(i,j,k\), so the equality need not hold for one fixed triple of occupied labels.

Q: Show me one contribution that I can work out by hand.

A: Take singlet methylene with CH bonds of 1.11 Å and an angle of 102°, in the 6-31G basis with the carbon 1s orbital frozen. There are three correlated occupied and nine virtual orbitals. Number these twelve from 1, and choose \(ijk=123\) and \(abc=4,7,9\), for which \(D=-3.458321\,E_h\). In units of \(10^{-3}E_h\), the program gives, with \(Y\) the bracket in (6):

| order | \(W\) | \(V\) | \(Y\) |
|---|---:|---:|---:|
| \(abc\) | −3.4802 | −3.3862 | −5.6897 |
| \(bca\) | −0.4070 | −0.4070 | 3.2481 |
| \(cab\) | −0.7582 | −0.7582 | 2.1943 |
| \(acb\) | −1.2309 | −1.2309 | 0.8999 |
| \(bac\) | 0.1477 | 0.1477 | 5.0357 |
| \(cba\) | −3.5147 | −3.4269 | −5.6882 |

For the first row,

\[
\begin{aligned}
Y={}&4(-3.3862)-0.4070-0.7582\\
&-2(-1.2309+0.1477-3.4269)=-5.690,
\end{aligned}
\]

which agrees with the table within rounding. The products \(WY\), in units of \(10^{-6}E_h^2\), add up to

\[
19.801-1.322-1.664-1.108+0.744+19.992=36.443 .
\]

The six orders of \(ijk\) contribute equally, so the prefactor \(\tfrac13\) becomes \(6/3=2\). The energy of this set is \(2(36.443\times10^{-6})/(-3.458321)=-2.108\times10^{-5}E_h\).

The same number follows from (1), summed over the determinants in which these six orbitals are singly occupied. There are 20 of them, since three of the six electrons must have spin up. In four rows \(V\) equals \(W\) to the digits shown: the singles products of (4) show up only in the orders \(abc\) and \(cba\).

Q: And for the whole molecule, do the exchange weights matter much?

A: They do. In \(10^{-3}E_h\), the term with weight 4 gives \(-10.644\), the two cyclic terms \(-3.874\), and the three transpositions \(+13.061\). Their sum, taken before rounding, is

\[
E_{(T)}=-1.456\times10^{-3}E_h=-3.82\ \text{kJ/mol}.
\]

The weight-4 term alone would be about seven times too large. Split the other way, the \(T_2\) part is \(-1.465\times10^{-3}E_h\) and the \(T_1\) part \(+0.009\times10^{-3}E_h\): a case in which the singles raise the energy slightly.

Q: Does it bring CCSD closer to the right answer?

A: Closer to full CI in the same twelve orbitals, yes. Relative to that reference, CCSD lies \(2.023\times10^{-3}E_h\) too high and CCSD(T) \(0.567\times10^{-3}E_h\) too high, so the correction removes about 72% of the CCSD error here. The RHF determinant has weight 0.92 in the full CI state. That reference still leaves out correlation of the carbon core and everything the small basis cannot describe, so the remaining difference is not an error relative to experiment. Nor does one molecule at one geometry establish how well (T) performs elsewhere.

## Numbers as computed

```
weights (abc,bca,cab,acb,bac,cba): 4 1 1 -2 -2 -2
spin metric eigenvalues: 0.000 1.000 1.000 1.000 1.000 4.000
random model, W/V formula: -20.1836906805 (model energy unit)
random model, determinants: -20.1836906805 (model energy unit)
random model, spin orbitals: -20.1836906805 (model energy unit)
random model, factorized form: -20.1836906805 (model energy unit)
largest deviation of spin-orbital source from W: 3.3e-16
largest deviation of spin-orbital source from V: 4.4e-16
CH2 bond length: 1.11 angstrom; angle: 102.0 degrees
correlated occupied, virtual orbitals: 3, 9
RHF total energy: -38.85297994 Eh
CCSD correlation energy: -0.08758421 Eh
(T) doubles part: -0.00146460 Eh
(T) singles part: 0.00000870 Eh
(T) total, W/V formula: -0.00145590 Eh
(T) total, determinants: -0.00145590 Eh
(T) total, PySCF routine: -0.00145590 Eh
(T) total converted: -3.8225 kJ/mol
identity class (weight 4): -0.01064364 Eh
cyclic class (weights 1,1): -0.00387369 Eh
transposition class (weights -2): 0.01306143 Eh
CCSD(T) correlation energy: -0.08904011 Eh
full CI correlation energy: -0.08960684 Eh
CCSD minus full CI: 0.00202263 Eh
CCSD(T) minus full CI: 0.00056673 Eh
reference weight in full CI: 0.9212
chosen set, valence orbital numbers: occupied 1 2 3; virtual 4 7 9
chosen set, D: -3.458321 Eh
abc: W = -0.0034802, V = -0.0033862, weighted V = -0.0056897 Eh
bca: W = -0.0004070, V = -0.0004070, weighted V = 0.0032481 Eh
cab: W = -0.0007582, V = -0.0007582, weighted V = 0.0021943 Eh
acb: W = -0.0012309, V = -0.0012309, weighted V = 0.0008999 Eh
bac: W = 0.0001477, V = 0.0001477, weighted V = 0.0050357 Eh
cba: W = -0.0035147, V = -0.0034269, weighted V = -0.0056882 Eh
chosen set, (2/D) sum of W times weighted V: -0.000021076 Eh
chosen set, sum over determinants: -0.000021076 Eh
number of determinants in chosen set: 20
```
